# The Dworin–Narath interaction: total charge, total spin and SU(M) orbital symmetry

## Conditions, multiplets and gaps

**Q.** Let me restate what I have accepted. There are $M$ degenerate orbitals with couplings $U$, $U'$, $J$, spin flip $J_X$ and pair hopping $J_P$. $N$ is the electron number, $\mathbf S$ the total spin, $D$ the number of doubly occupied orbitals, $P=N^2/4+S_z^2-N/2$ the number of parallel-spin pairs, and $A=\sum_md_{m\downarrow}d_{m\uparrow}$. For any couplings,

$$
\begin{aligned}
H={}&\tfrac12U'N(N-1)-JP-J_X\left(\mathbf S^2-S_z^2-\tfrac N2\right)\\
&+J_PA^\dagger A+KD,\qquad K=U-U'-J_X-J_P.
\end{aligned}
\tag{11}
$$

For $J_X=J$, $J_P=0$, $U'=U-J$ this is

$$
H_{\rm DN}=\tfrac12U'N(N-1)-J\left(\mathbf S^2+\tfrac{N^2}{4}-N\right),
\tag{12}
$$

which is invariant under every unitary mixing $V$ of the orbitals. $A^\dagger A$ is invariant, up to a common phase of $V$, under real orthogonal mixing alone. Now, where does the familiar SO(M) interaction fit in?

**A.** The Kanamori interaction has $J_X=J_P=J$ and $U'=U-2J$. Again $K=0$, but now $A^\dagger A$ stays. Comparing (11) and (12) at the same $U'$ and $J$,

$$
H_{\rm K}=H_{\rm DN}+J\,A^\dagger A.
\tag{13}
$$

At fixed $U'$ and $J$, the two Hamiltonians have different same-orbital repulsions: $U'+J$ for $H_{\rm DN}$ and $U'+2J$ for $H_{\rm K}$. The last term of (13) reduces SU(M) to SO(M).

**Q.** Does it also damage the spin symmetry?

**A.** No. Under a spin rotation $u$ of determinant one, the product $d_{m\downarrow}d_{m\uparrow}$ is multiplied by $u_{\downarrow\downarrow}u_{\uparrow\uparrow}-u_{\downarrow\uparrow}u_{\uparrow\downarrow}=\det u=1$. The relative minus sign comes from $d_{m\uparrow}d_{m\downarrow}=-d_{m\downarrow}d_{m\uparrow}$. So $A$ removes a spin singlet, and $A^\dagger A$ is spin-invariant.

**Q.** Which of the two is right for real orbitals with a Coulomb interaction?

**A.** For an interaction $v$ that does not depend on spin, the spin-flip and pair-hopping integrals are

$$
\begin{aligned}
J_X&=\iint\phi_m^*(\mathbf r)\phi_{m'}^*(\mathbf r')\,v\,\phi_{m'}(\mathbf r)\phi_m(\mathbf r'),\\
J_P&=\iint\phi_m^*(\mathbf r)\phi_m^*(\mathbf r')\,v\,\phi_{m'}(\mathbf r)\phi_{m'}(\mathbf r').
\end{aligned}
$$

For real functions both integrands are $\phi_m\phi_{m'}(\mathbf r)\,v\,\phi_m\phi_{m'}(\mathbf r')$, so $J_P=J_X$. Setting $J_P=0$ while $J_X=J$ is therefore a model choice, not a consequence of the Coulomb interaction between real orbitals. It keeps Hund's spin coupling and makes the orbital structure as simple as possible. For a $p$, $t_{2g}$ or $e_g$ shell of atomic orbitals with a common radial function, the Coulomb interaction has the Kanamori form. A full $d$ shell fits neither model: its exchange integrals depend on the orbital pair, and its two-electron states split into levels of 21, 9, 9, 5 and 1 states.

**Q.** Perhaps other choices also have SU(M) symmetry. You have shown that your conditions suffice, not that they are needed.

**A.** In (11), everything except $R=J_PA^\dagger A+KD$ is built from $N$ and $\mathbf S$ and is invariant. So $R$ must be invariant by itself. Write $|mm\rangle=d^\dagger_{m\uparrow}d^\dagger_{m\downarrow}|0\rangle$. Since $A|mm\rangle=|0\rangle$, the difference $|\Delta\rangle=|11\rangle-|22\rangle$ has $A|\Delta\rangle=0$ and $D|\Delta\rangle=|\Delta\rangle$. Hence $R|\Delta\rangle=K|\Delta\rangle$.

Rotate the orbitals by 45°, for both spins:

$$
d_1^\dagger\to\frac{d_1^\dagger+d_2^\dagger}{\sqrt2},\qquad
d_2^\dagger\to\frac{-d_1^\dagger+d_2^\dagger}{\sqrt2}.
$$

In $|11\rangle$ the cross terms have a plus sign, in $|22\rangle$ a minus sign, and the terms with both electrons in one orbital cancel in the difference:

$$
|\Delta\rangle\to\left(d^\dagger_{1\uparrow}d^\dagger_{2\downarrow}+d^\dagger_{2\uparrow}d^\dagger_{1\downarrow}\right)|0\rangle.
$$

This is the interorbital singlet. It contains no doubly occupied orbital, so both $D$ and $A$ give zero on it. An invariant $R$ must have the same eigenvalue on both states, and therefore $K=0$.

**Q.** That leaves $J_PA^\dagger A$.

**A.** Its matrix element $\langle22|J_PA^\dagger A|11\rangle$ equals $J_P$. The unitary change $d_2^\dagger\to id_2^\dagger$ sends $|22\rangle$ to $-|22\rangle$ and reverses the sign of the element. This change has determinant $i$, but multiplying all orbitals by the common phase $e^{-i\pi/(2M)}$ makes the determinant one, and a common phase leaves $H$ unchanged because $H$ conserves $N$. So the argument applies to SU(M), and invariance requires $J_P=0$. With $K=0$, the conditions for SU(M) are

$$
J_P=0,\qquad U'=U-J_X.
\tag{14}
$$

**Q.** The coupling that enters is $J_X$, not $J$?

**A.** Yes. Orbital symmetry alone puts no condition on $J$, because $P$ depends on $N$ and $S_z$. Spin symmetry supplies the missing relation. Under (14), the terms in (11) that contain $S_z$ add up to $(J_X-J)S_z^2$. For two parallel spins in different orbitals this would separate $S_z=\pm1$ from $S_z=0$, so full spin rotation requires $J_X=J$. The two requirements together give $U'=U-J$.

This was also tested by a route that does not use (11): for $M=2,3,4$, we searched for all sets of five couplings for which the Hamiltonian matrix commutes with the symmetry generators. Orbital symmetry leaves three free couplings, and orbital and spin symmetry together leave two. They obey the relations just derived.

**Q.** Suppose I want a density-density interaction. I drop the spin flip and keep $U'=U-J$. Surely the orbital symmetry survives, since a spin flip concerns spins.

**A.** It does not survive. With $J_X=J_P=0$, (11) has $K=J$. Subtracting (12) gives

$$
H_{\rm no\ flip}=H_{\rm DN}+J\left(\mathbf S^2-S_z^2-\tfrac N2+D\right).
\tag{15}
$$

The term $D$ breaks the orbital rotations and $S_z^2$ breaks the spin rotations. In the earlier two-electron language, without the flip the interorbital singlet stays at $U'$ instead of rising to $U'+J=U$. It no longer matches the doubly occupied orbital.

**Q.** But (15) commutes with $\mathbf S^2$. Does that not mean that spin is conserved?

**A.** Its magnitude is conserved, its direction is not. $S_z^2$ commutes with $\mathbf S^2$ but not with $S^+$, so states of one $S$ and different $|S_z|$ can split. Conservation of $\mathbf S^2$ is weaker than rotation symmetry.

If you want SU(M) without spin flip, (14) tells you to take $U'=U$. The interaction is then $\tfrac12UN(N-1)-JP$. It has the orbital symmetry but an Ising-like spin part.

**Q.** Back to the symmetric model. What are its levels?

**A.** Replace the operators in (12) by their eigenvalues:

$$
E(N,S)=\tfrac12U'N(N-1)-J\left[S(S+1)+\frac{N^2}{4}-N\right].
\tag{16}
$$

For $J>0$ and given $N$, the largest possible spin is lowest, which is Hund's first rule. Neighbouring spins are separated by

$$
E(N,S-1)-E(N,S)=J[S(S+1)-S(S-1)]=2JS.
$$

There is no analogue of Hund's second rule, since states of equal $N$ and $S$ are degenerate whatever their orbital character. For $J<0$ formula (16) still holds, but the smallest spin is lowest.

**Q.** How many states share a level?

**A.** Count states by $S_z$. Let $a=N/2+S$ and $b=N/2-S$. With $a$ up and $b$ down electrons there are $\binom Ma\binom Mb$ states, all with $S_z=S$. Every multiplet of spin $S$ or larger contributes one state to this count. The multiplets of spin $S+1$ or larger are counted in the same way with $a+1$ and $b-1$. The difference is the number of multiplets of spin $S$, and each has $2S+1$ states:

$$
g(N,S)=(2S+1)\left[\binom Ma\binom Mb-\binom M{a+1}\binom M{b-1}\right].
\tag{17}
$$

The second product is zero when $b=0$. The allowed spins have $0\le b\le a\le M$.

**Q.** Could the bracket vanish for an allowed spin?

**A.** No. For $b\ge1$ the second product divided by the first is

$$
\frac{M-a}{a+1}\cdot\frac{b}{M-b+1}.
$$

Since $b<a+1$ and $M-a<M-b+1$, this is smaller than one. Every allowed $S$ occurs.

**Q.** Give me numbers.

**A.** Take a model with $M=3$, $U=4$ eV and $J=0.6$ eV, so $U'=3.4$ eV. These are round parameters, not those of a material, and electronvolts are the natural unit for them. For two electrons,

$$
\begin{aligned}
E(2,1)&=3.4-0.6\,(2+1-2)=2.8\ \text{eV},\\
E(2,0)&=3.4-0.6\,(0+1-2)=4.0\ \text{eV}.
\end{aligned}
$$

The degeneracies are $3\,(3\cdot1)=9$ and $3\cdot3-3\cdot1=6$, together the $\binom62=15$ two-electron states. For three electrons,

$$
\begin{aligned}
E(3,\tfrac32)&=10.2-0.6\,(3.75+2.25-3)=8.4\ \text{eV},\\
E(3,\tfrac12)&=10.2-0.6\,(0.75+2.25-3)=10.2\ \text{eV}.
\end{aligned}
$$

The degeneracies are $4$ and $2\,(3\cdot3-1\cdot1)=16$, together $\binom63=20$. Diagonalizing the 64-state atom gives the same energies and degeneracies; the complete list is in the numerical output.

**Q.** Six degenerate singlets: three have a doubly occupied orbital and three do not. What happens to them when pair hopping returns?

**A.** We need the eigenvalues of $A^\dagger A$ in (13). In one orbital,

$$
\begin{aligned}
d_\downarrow d_\uparrow d_\uparrow^\dagger d_\downarrow^\dagger&=(1-n_\uparrow)(1-n_\downarrow),\\
d_\uparrow^\dagger d_\downarrow^\dagger d_\downarrow d_\uparrow&=n_\uparrow n_\downarrow.
\end{aligned}
$$

Their difference is $1-n_\uparrow-n_\downarrow$. Pair operators of different orbitals commute, so summing over orbitals gives

$$
[A,A^\dagger]=M-N.
\tag{18}
$$

Since $A|0\rangle=0$, we have $AA^\dagger|0\rangle=M|0\rangle$, and therefore $A^\dagger A\,(A^\dagger|0\rangle)=M\,A^\dagger|0\rangle$. This one state rises by $MJ$. Any two-electron state $|\psi\rangle$ orthogonal to it has $\langle0|A|\psi\rangle=0$. Because $A|\psi\rangle$ can be nothing but a multiple of the vacuum, it is zero, and the state does not move.

For $M=3$ the six singlets split into five at 4.0 eV and one at $4.0+3\cdot0.6=5.8$ eV. The comparison keeps $U'$ and $J$, so the Kanamori atom has $U=4.6$ eV.

**Q.** Can I see the symmetry reduction in that five and one?

**A.** Write a singlet as $\sum_{kl}C_{kl}d^\dagger_{k\uparrow}d^\dagger_{l\downarrow}|0\rangle$ with symmetric $C$. The creation operators transform with $V^*$, so $C\to V^\dagger CV^*$. The trace becomes $\mathrm{tr}(CV^*V^\dagger)$. For real orthogonal $V$ the product $V^*V^\dagger$ is one, and the trace is preserved. The state with $C\propto1$, which is $A^\dagger|0\rangle$, is then separate from the five traceless ones. A general unitary $V$ mixes it with them, so SU(3) does not allow the splitting.

**Q.** And with three electrons?

**A.** Start from one electron, $|k\sigma\rangle=d^\dagger_{k\sigma}|0\rangle$. It has $A|k\sigma\rangle=0$, so (18) gives $AA^\dagger|k\sigma\rangle=(M-1)|k\sigma\rangle$. The $2M$ states $A^\dagger|k\sigma\rangle$ rise by $(M-1)J$. They have $S=\tfrac12$, because $A^\dagger$ adds a singlet. A three-electron state orthogonal to all of them is annihilated by $A$, by the argument used before, and stays in place. For $M=3$, six of the sixteen doublet states move from 10.2 to $10.2+2\cdot0.6=11.4$ eV, and ten remain. The diagonalization shows both splittings.

**Q.** A degeneracy can be accidental. Did you rotate the orbitals themselves?

**A.** Yes, for $M=3$, with one random unitary and one random orthogonal rotation. The elements of $H_{\rm DN}$ changed by about $10^{-14}$ eV in both cases, which is rounding error. The Kanamori matrix was equally stable under the orthogonal rotation, but changed by up to 0.75 eV under the unitary one. Without spin flip, at $U'=U-J$, there were changes of up to 0.40 eV (unitary) and 0.32 eV (orthogonal). The sizes of the nonzero changes depend on the rotations drawn.

**Q.** What does Hund's coupling do to the cost of moving charge?

**A.** Define the atomic gap $\Delta_N=E_0(N+1)+E_0(N-1)-2E_0(N)$, where $E_0(N)$ is the lowest energy, and take $J>0$. It is the cost of moving an electron between two distant atoms that both hold $N$ electrons. For $N\le M$ the lowest state has $S=N/2$, and the bracket in (16) is

$$
\frac N2\left(\frac N2+1\right)+\frac{N^2}{4}-N=\frac{N(N-1)}2.
$$

Thus $E_0(N)=(U'-J)N(N-1)/2$: all spins are parallel and every pair costs $U'-J$. The second difference of $N(N-1)/2$ is one, so

$$
\Delta_N=U'-J=U-2J\qquad(1\le N<M).
\tag{19}
$$

**Q.** Why stop before $N=M$?

**A.** The next electron finds no empty orbital. It must enter with opposite spin, and the total spin falls to $(M-1)/2$. The bracket in (16) for $N=M+1$ is

$$
\frac{(M-1)(M+1)}4+\frac{(M+1)^2}4-(M+1)=\frac{(M+1)(M-2)}2.
$$

The $U'$ part of the gap is again $U'$. The $J$ part is

$$
\begin{aligned}
&-\tfrac J2\left[(M+1)(M-2)+(M-1)(M-2)-2M(M-1)\right]\\
&\quad=-\tfrac J2\left[2M(M-2)-2M(M-1)\right]=MJ.
\end{aligned}
$$

Therefore

$$
\Delta_M=U'+MJ=U+(M-1)J.
\tag{20}
$$

For $N\ge M$ the largest spin is $S=M-N/2$, and the bracket in (16) is $\tfrac12N^2-\left(M+\tfrac32\right)N+M(M+1)$. Its second difference is again one, so $\Delta_N=U'-J=U-2J$ also holds for $M<N<2M$. Measured against $U$, Hund's coupling therefore lowers the gap away from half filling and, for $M\ge2$, raises it at half filling. The size $U-2J$ belongs to (12). With the Kanamori interaction, where $U'=U-2J$, the gap away from half filling is $U-3J$, while at half filling it is again $U+(M-1)J$. In the example, $\Delta_2=8.4+0-2\cdot2.8=2.8$ eV and $\Delta_3=19.2+2.8-2\cdot8.4=5.2$ eV.

**Q.** Does the orbital symmetry survive in a solid?

**A.** In a real solid it is already absent from the interaction, since real orbitals have $J_P=J_X$. In a model that keeps (12) on every site, it depends on the one-electron terms. A crystal field $\sum_{m\sigma}\varepsilon_mn_{m\sigma}$ with unequal $\varepsilon_m$ singles out orbitals and breaks SU(M). Hopping of the form $-t\sum_{m\sigma}d^\dagger_{im\sigma}d_{jm\sigma}$, equal for all orbitals and diagonal in them, is invariant when the same $V$ acts on every site, again because $V^\dagger V=1$. Hopping amplitudes that depend on the orbital generally break it. In such a model the interaction on a site keeps the form (12) by assumption, but $N$ and $\mathbf S^2$ of that site are no longer conserved once electrons can leave it.

## Table of computed values

```
Orbitals M = 3, number of atomic states = 64
U = 4.00 eV, J = 0.60 eV, U' = 3.40 eV
Coefficient of N(N-1)/2: 3.10 eV
Coefficient of N: 0.45 eV
Largest error of decomposition, M=2,3,4: 5.3e-15 eV
Largest error of N,S^2 form, M=2,3,4: 1.4e-14 eV
Dworin-Narath levels: N, S, energy (eV), degeneracy
  0  0.0     0.000  1
  1  0.5     0.000  6
  2  1.0     2.800  9
  2  0.0     4.000  6
  3  1.5     8.400  4
  3  0.5    10.200  16
  4  1.0    19.200  9
  4  0.0    20.400  6
  5  0.5    32.800  6
  6  0.0    49.200  1
Dworin-Narath atomic gap at N=1: 2.800 eV
Dworin-Narath atomic gap at N=2: 2.800 eV
Dworin-Narath atomic gap at N=3: 5.200 eV
Kanamori comparison: U = 4.60 eV, U' = 3.40 eV, J = JP = 0.60 eV
Kanamori levels: N, S, energy (eV), degeneracy
  2  1.0     2.800  9
  2  0.0     4.000  5
  2  0.0     5.800  1
  3  1.5     8.400  4
  3  0.5    10.200  10
  3  0.5    11.400  6
Kanamori splitting of N=2 singlets: 1.800 eV
Kanamori splitting of N=3 doublets: 1.200 eV
Largest matrix-element change under a random orbital rotation (eV)
  Dworin-Narath, unitary: 1.1e-14
  Dworin-Narath, orthogonal: 7.1e-15
  Kanamori, unitary: 7.5e-01
  Kanamori, orthogonal: 7.1e-15
  no spin flip, unitary: 4.0e-01
  no spin flip, orthogonal: 3.2e-01
No spin flip: largest element of [H,S^2] = 0.0e+00 eV
No spin flip: largest element of [H,S+] = 1.20 eV
Free couplings out of 5 (SU(M) only; SU(M) and spin SU(2))
  M=2: 3; 2
  M=3: 3; 2
  M=4: 3; 2
```
